# Gradual Opening of an Oxide Gap at an Ideal Semiconductor Boundary

**Q:** Take an atomically abrupt semiconductor/oxide boundary with no defects and no intermixing. The band diagram has a step there. So the first oxide layer must already have the full oxide gap. What else could it have?

**A:** The step belongs to the Hamiltonian: the site energies change from one atom to the next. The gap you ascribe to a layer belongs to the local density of states (LDOS), which weights each eigenstate of the whole structure by its probability in that layer. Let \(|\psi_\nu\rangle\) be the eigenstates, with energies \(E_\nu\). Then

\[
\rho_n(E)=\sum_\nu |\psi_\nu(n)|^2\,\delta(E-E_\nu).
\]

A semiconductor state whose energy lies inside the oxide gap cannot propagate in the oxide, but its wavefunction does not stop at the last semiconductor atom. How much of it the first oxide layer holds has to be calculated.

**Q:** Then calculate it in something simple enough to follow completely.

**A:** Use a chain of sites with spacing \(d\) and nearest-neighbour hopping \(t\), for one electron, one spin and zero transverse momentum. The bands are flat up to the boundary. Sites \(n\le0\) are semiconductor, with energies \(\pm\Delta_s\); sites \(n\ge1\) are oxide, with energies \(V\pm\Delta_o\). The upper sign is for even \(n\). Energies are measured from semiconductor midgap, and \(V\) is the oxide midgap. Both sides are semi-infinite, and the semiconductor gap lies inside the oxide gap.

First consider a half chain alone. Let \(a\) and \(b\) be \(E\) minus its first and second site energies. Let \(g\) be the Green function on its end site, and \(g'\) that of the same chain with the end site removed. A unit source on the end site gives \(aG_1-tG_2=1\). The rest of the chain is driven by \(tG_1\), so \(G_2=g'tG_1\). Therefore

\[
g=\frac1{a-t^2g'},\qquad g'=\frac1{b-t^2g}.
\]

The second relation holds because removing two sites restores the original half chain. Insert it in the first and multiply by \(b-t^2g\):

\[
g\,[a(b-t^2g)-t^2]=b-t^2g .
\]

The terms \(-t^2g\) cancel, leaving

\[
a t^2g^2-ab\,g+b=0. \tag{1}
\]

**Q:** A quadratic has two roots. Which is physical?

**A:** In a gap, the one that decays away from the end. The amplitude ratio over two sites is \(\lambda=t^2gg'\), and \(g(a-t^2g')=1\) gives \(\lambda=ag-1\). Multiply (1) by \(a\), and substitute \(ag=1+\lambda\) and \(p=-ab\):

\[
t^2(1+\lambda)^2+p(1+\lambda)-p=0
\;\Rightarrow\;
\lambda+\frac1\lambda+2=-\frac p{t^2}.
\]

In the gap \(p>0\), so \(\lambda\) is negative. Write the decaying solution as \(\lambda=-e^{-2\kappa d}\), with \(\kappa>0\). The left side becomes \(2-2\cosh2\kappa d=-4\sinh^2\kappa d\). For the oxide, \(p=-(E-V-\Delta_o)(E-V+\Delta_o)\), so

\[
4t^2\sinh^2(\kappa d)=\Delta_o^2-(E-V)^2. \tag{2}
\]

The Green function in a gap is then

\[
g=\frac{1-e^{-2\kappa d}}{a}, \tag{3}
\]

real and with the sign of \(a\). Inside a band the roots of (1) are complex, and the retarded one has \(\operatorname{Im}g<0\).

**Q:** Now join the halves. Could the boundary make its own state in the gap? That would spoil your "ideal" interface.

**A:** Let \(g_L\) belong to the semiconductor ending at site 0 and \(g_R\) to the oxide starting at site 1. A bound state needs \(\psi_1=tg_R\psi_0\) and \(\psi_0=tg_L\psi_1\), hence \(t^2g_Lg_R=1\). In the semiconductor gap, \(E\) lies below the upper level on site 0, so (3) gives \(g_L<0\). It lies above the lower level on site 1, so \(g_R>0\). The product is negative and no bound state exists.

The continued alternation matters. If the oxide starts with its upper level instead, both functions are negative. As \(E\) approaches \(-\Delta_s\), the semiconductor \(\kappa\) vanishes while \(a\) stays finite, so \(g_L\to0\). As \(E\) approaches \(+\Delta_s\), \(1-e^{-2\kappa d}\) vanishes as \(\sqrt{|a|}\), so \(|g_L|\) diverges as \(1/\sqrt{|a|}\). The product runs continuously from zero to infinity and must pass through one. This wrong bond binds a state even though the boundary is equally abrupt. "Ideal" therefore has to mean more than sharp.

**Q:** With the correct bond, what is the LDOS in the oxide?

**A:** Site 1 is coupled to the semiconductor and to the oxide beyond it. With \(g_n\) denoting the Green function of the oxide half chain starting at site \(n\), and \(\varepsilon_1=V-\Delta_o\),

\[
\rho_1=-\frac1\pi\operatorname{Im}
\frac1{E-\varepsilon_1-t^2g_2-t^2g_L}. \tag{4}
\]

To go deeper, put a source on site \(n+1\). The half chain starting there responds to the source and to the amplitude on site \(n\):

\[
G_{n+1,n+1}=g_{n+1}(1+tG_{n,n+1}),\qquad
G_{n,n+1}=g_{n+1}tG_{nn}.
\]

Combining them,

\[
G_{n+1,n+1}=g_{n+1}+t^2g_{n+1}^2G_{nn}.
\]

In the oxide gap \(g_{n+1}\) is real, so the imaginary part gives \(\rho_{n+1}=t^2g_{n+1}^2\rho_n\). Two such steps multiply \(\rho\) by \((t^2g_{n+1}g_{n+2})^2=\lambda^2=e^{-4\kappa d}\). Let cell \(j\) contain sites \(2j-1\) and \(2j\), and let \(D_j\) be the sum of their LDOS. Then

\[
D_j(E)=D_1(E)\,e^{-2\kappa(E)z},\qquad z=2d(j-1). \tag{5}
\]

Within this model the exponential holds from the first cell onward. The distance \(z\) is counted from the first cell.

**Q:** How do I know these are semiconductor tails, and not surface states of the oxide?

**A:** Cut the bond. The isolated oxide has the Green function (3), with \(a=E-V+\Delta_o\), which is nonzero throughout the oxide gap. It has no pole there, so its first cell has the full gap. Restore the bond, and (4) acquires an imaginary part through \(g_L\), at energies where the semiconductor has a band. The semiconductor supplies the states, and the oxide determines how fast they decay.

**Q:** Then what is the gap in the first oxide layer? And in the tenth?

**A:** If "gap" means strictly zero LDOS, it is the semiconductor gap in both. At semiconductor band energies inside the oxide gap, (5) is small at large depth but nonzero at any finite depth. In the semiconductor gap \(g_L\) is real and there is no bound state, so the LDOS vanishes. The strict gap never opens further beside a semi-infinite semiconductor.

What opens is the gap above a detection threshold \(D_{\rm th}\). Start at midgap and move outward in energy until \(D_j(E)=D_{\rm th}\) on each side. The separation of these two energies is the threshold gap. The threshold must be quoted with it.

**Q:** Give me numbers for a gate oxide.

**A:** Take gaps of 1.1 and 5.8 eV, a conduction offset of 1.5 eV, \(d=0.25\) nm and \(t=2.1\) eV. Then \(\Delta_s=0.55\) eV, \(\Delta_o=2.9\) eV and

\[
V=0.55+1.5-2.9=-0.85\ \text{eV}.
\]

The oxide edges are at \(-3.75\) and \(2.05\) eV. The semiconductor bands extend to \(\pm\sqrt{\Delta_s^2+4t^2}\approx\pm4.24\) eV, so they cover the rest of the oxide gap on both sides.

At \(E=1.3\) eV, (2) gives

\[
\kappa=\frac1{0.25}\operatorname{arsinh}
\frac{\sqrt{2.9^2-2.15^2}}{4.2}=1.79\ \text{nm}^{-1}.
\]

The LDOS decay length \(1/(2\kappa)\) is 0.28 nm. In the first four cells the LDOS is 0.0556, 0.0093, 0.0015 and 0.0003 per eV and cell, falling sixfold per cell.

For the threshold, spread one state per cell over the width of one oxide band, \(\sqrt{\Delta_o^2+4t^2}-\Delta_o=2.20\) eV. This gives a reference of 0.454 per eV and cell. I take 1% of it, \(D_{\rm th}=0.00454\). Depth is measured from the midpoint between sites 0 and 1 to the cell centre, \((2j-1)d\).

| Depth (nm) | Lower edge (eV) | Upper edge (eV) | Gap (eV) |
|---:|---:|---:|---:|
| 0.25 | −0.56 | 0.55 | 1.11 |
| 0.75 | −2.28 | 0.59 | 2.87 |
| 1.25 | −3.40 | 1.67 | 5.06 |
| 1.75 | −3.59 | 1.86 | 5.45 |
| 2.25 | −3.66 | 1.93 | 5.59 |
| 3.75 | −3.72 | 2.01 | 5.73 |

The first oxide cell has almost the semiconductor gap. The first cell with at least 95% of the oxide gap is centred at 2.25 nm.

**Q:** At 0.75 nm the lower edge has moved a long way and the upper edge hardly at all. Do valence tails decay faster?

**A:** Not at those two energies. Their distances from oxide midgap are \(2.28-0.85=1.43\) eV and \(0.59+0.85=1.44\) eV. Equation (2) depends only on the magnitude of this distance, so the decay rates are nearly equal. The asymmetry comes from \(D_1(E)\), the LDOS delivered to the first cell. On the conduction side it reaches the required value just above the band edge; on the valence side it does so only about 1.7 eV below the edge. A decay length alone does not fix a local gap. Nor do the bulk bands: \(D_1\) also depends on which level each material ends with. If the semiconductor ends with its lower level and the oxide starts with its upper one, the alternation is still unbroken and the bulk bands are the same, but the gap at 0.75 nm is about 1.6 eV instead of 2.87 eV.

**Q:** Has the formula been compared with actual eigenstates?

**A:** Yes. A finite chain of 1400 semiconductor and 60 oxide sites was diagonalized. Its LDOS was smoothed with a Gaussian of standard deviation 0.05 eV, centred at 1.3 and at \(-2.0\) eV, and compared with the equally smoothed formula in the first four cells. The largest relative difference was \(1.3\times10^{-13}\). The same chain had no level inside the semiconductor gap. With the wrong bond it had one, at 0.188 eV, where \(t^2g_Lg_R=1\) places it. With the bond cut, the oxide part had no level in its own gap.

The tails are not a negligible remnant in the first cell. Integrated over the oxide gap they amount to 0.232 states, out of the 2 that two sites hold per spin, or about 12%. Since each site's total is fixed at one state, that weight is missing from energies outside the oxide gap.

**Q:** If the LDOS falls exponentially, the gap should reach its final value exponentially too. Yet your table creeps at the end.

**A:** The exponential applies at fixed energy. The threshold edge moves towards the oxide band edge, where \(\kappa\) goes to zero and the tails become long. Let \(\delta\) be the distance of the threshold edge from the oxide edge. The right side of (2) is then

\[
\Delta_o^2-(\Delta_o-\delta)^2=2\Delta_o\delta-\delta^2\approx2\Delta_o\delta.
\]

With \(\sinh\kappa d\approx\kappa d\),

\[
\delta\approx\frac{2t^2d^2}{\Delta_o}\kappa^2
=\frac{\hbar^2\kappa^2}{2m},\qquad
m=\frac{\hbar^2\Delta_o}{4t^2d^2}. \tag{6}
\]

Here \(m=0.20\,m_e\), with \(m_e\) the free-electron mass. Let \(D_{\rm edge}\) be the limit of \(D_1\) at the oxide edge, and assume \(D_{\rm edge}>D_{\rm th}\). The threshold condition \(D_{\rm edge}e^{-2\kappa z}=D_{\rm th}\) gives \(\kappa=L/(2z)\), with \(L=\ln(D_{\rm edge}/D_{\rm th})\). Hence

\[
\delta\approx\frac{\hbar^2L^2}{8mz^2}. \tag{7}
\]

The missing gap closes as the inverse square of the depth.

**Q:** Is \(D_{\rm edge}\) really finite? Some of your Green functions diverge at a band edge.

**A:** It is. At the conduction edge the energy approaches the level of site 2, and (3) gives \(g_2\approx-2\kappa d/\delta\), which diverges as \(1/\kappa\). In (4) the term \(t^2g_2\) dominates the denominator, so

\[
\rho_1\to\frac{t^2|\operatorname{Im}g_L|}{\pi t^4g_2^2}\to0,\qquad
\rho_2=t^2g_2^2\rho_1\to\frac{|\operatorname{Im}g_L|}{\pi}.
\]

At the valence edge \(E-\varepsilon_1\to0\) and \(g_2\to0\). Only the semiconductor term remains in the denominator, and

\[
\rho_1\to\frac{|\operatorname{Im}g_L|}{\pi t^2|g_L|^2},\qquad \rho_2\to0.
\]

The values are 0.176 and 0.082 per eV and cell, so \(L=3.66\) and \(2.90\). In the last row of the table \(z=3.5\) nm. Since \(\hbar^2/(8m)=t^2d^2/(2\Delta_o)=0.0475\) eV nm², (7) predicts

\[
0.0475\,\frac{3.66^2+2.90^2}{3.5^2}=0.085\ \text{eV}
\]

missing from the two edges together. The solved edges leave 0.073 eV, so the law is still about 16% too large relative to that value. At \(z=100\) nm the solved conduction edge deviates from the law by 0.77%, and at 200 nm by 0.39%, relative to the law. Those depths test the limit; they are not gate-oxide thicknesses.

**Q:** A real interface is a plane. What happens to the other transverse momenta?

**A:** In the following estimate they make the opening faster. Replace \(\kappa^2\) by \(\kappa^2+k^2\) and average over transverse wavevectors up to \(k_m\), where \((2tdk_m)^2=E^2-\Delta_s^2\). Keep \(D_1\) independent of \(k\). The LDOS is then multiplied by

\[
F=\frac2{k_m^2}\int_0^{k_m}k\,
e^{-2z(\sqrt{\kappa^2+k^2}-\kappa)}\,dk. \tag{8}
\]

This factor is one in the first cell. At 0.75 nm the gap rises from 2.87 to 3.69 eV, and at 1.25 nm from 5.06 to 5.60 eV.

The last stage changes in kind. At an oxide edge \(\kappa=0\). For \(k_mz\gg1\) the integral tends to \(\int_0^\infty ke^{-2zk}dk=1/(4z^2)\), so \(F\approx1/(2k_m^2z^2)\). Even the band-edge tail now weakens with depth and falls below the threshold at a finite distance:

\[
z_{\rm full}\approx\sqrt{\frac{D_{\rm edge}}{2k_m^2D_{\rm th}}}.
\]

For the conduction edge, \(k_m^2=(2.05^2-0.55^2)/1.05^2=3.54\) nm⁻² and \(z_{\rm full}\approx2.3\) nm. The valence edge gets there sooner. In the cell at \(z=2.0\) nm the gap with this average is 5.794 eV, just short of the full value. At \(z=2.5\) nm no tail inside the oxide gap reaches the threshold, and the program then assigns the full 5.800 eV. Both agree with the estimate. Equation (7) is thus a law for a single transverse momentum, not for this average.

**Q:** So how thick is the transition region? I would like one number.

**A:** There is none without a threshold. At 1.25 nm, for zero transverse momentum, thresholds of 10%, 1% and 0.1% of the reference give gaps of 5.74, 5.06 and 2.85 eV. A more sensitive probe sees a narrower gap in the same layer.

**Q:** Should I then use a lower tunnelling barrier near the boundary, because the gap is smaller there?

**A:** Not on this account. In (5) the decay constant is that of the bulk oxide from the first cell onward. The narrowed local gap is a consequence of the tails under that barrier. Reducing the barrier to match it would count the same penetration twice. This holds for fixed site energies. The model is not self-consistent: the charge redistributed at the boundary, and any potential it sets up in the first layers, are left out, and such a potential would be a real change of the barrier. At the semiconductor conduction edge \(\kappa=2.29\) nm⁻¹, and the tunnelling exponential through 3 nm is \(e^{-2(2.29)(3)}\approx1.1\times10^{-6}\), without any prefactor.

**Q:** How close is this to silicon on hafnia?

**A:** The gaps and the conduction offset are rough values for that pair, and an oxide mass of \(0.2\,m_e\) is plausible. The common hopping, however, gives the semiconductor a mass of \(0.038\,m_e\), far too light for silicon's conduction band. That affects \(D_1\); an error by the same factor at all energies would act like the threshold changes above, but a heavier semiconductor changes \(D_1\) differently at different energies, and in this chain it also narrows the bands until they no longer cover the oxide gap. Halving both masses by raising \(t\), with \(d\) and the threshold held fixed, lowers the gap at 1.25 nm from 5.06 to 4.33 eV. Real stacks can contain a thin silicon-oxide-like interlayer, and silicon's conduction valleys lie away from zero momentum. Neither is included, and I have no number for their effect. The table shows the mechanism and its approximate scale; it does not predict a measured profile.

**Q:** And in a working device, with a gate and a field?

**A:** A gate field of 3 MV/cm is 0.3 V/nm, which shifts both band edges by 0.375 eV at 1.25 nm. If it lowers the electron barrier, integrating the changed \(\kappa\) along the path gives an exponential factor of 1.69 for the tail at 1.3 eV there, relative to flat bands. The actual rise is larger: this factor omits the change in the prefactor and the reflection from 2.5 nm, where the lowered oxide band edge meets this energy. The semiconductor bands are still taken as flat, which a real device at this field does not allow. In hafnia with a static permittivity near 20, 3 MV/cm requires about 5 MV/cm at the silicon surface and a sheet charge near \(3\times10^{13}\) cm⁻². The resulting band bending and confinement change \(D_1\) and are not included.

Image charges can also change the gap. If only the electrons of the two materials respond, the relative permittivities are roughly 12 for the semiconductor and 4 for the oxide. The semiconductor then attracts both an added electron and an added hole in the oxide, which narrows the gap. The two classical image energies at \(z_i=0.75\) nm from the boundary sum to

\[
2\,\frac{e^2}{16\pi\epsilon_0z_i}\,
\frac{12-4}{4(12+4)}=0.12\ \text{eV}.
\]

Unlike the tails, this is a change of the energy levels themselves. If the ions also have time to respond, hafnia's permittivity exceeds silicon's and the sign of this shift reverses. Thermal smearing of a probe, taken as \(3.5k_BT\), is 0.09 eV at 300 K.

A metal gate also ends the strict gap, because it has states at energies where the semiconductor has none. In a 3 nm film, its tail at semiconductor midgap, 1.25 nm from the semiconductor, has travelled 1.75 nm, and the exponential factor over that distance is \(1.7\times10^{-4}\), without any prefactor. That is small, but it is not zero. The numerical output gives the remaining cells and digits.

**Q:** Then my band diagram was not wrong, but I was reading the wrong quantity from it.

**A:** Yes. The diagram states where bulk bands would lie for the material on each side. The states present in a given layer also depend on what that layer is joined to.

## Numbers as computed

```
site spacing 0.25 nm, hopping 2.1 eV
semiconductor gap 1.1 eV, oxide gap 5.8 eV
conduction offset 1.5 eV, valence offset 3.20 eV
oxide midgap V -0.85 eV; oxide edges -3.75, 2.05 eV
edge masses: oxide 0.200, semiconductor 0.038 m_e
reference LDOS 0.4537 /eV/cell; 1% threshold 0.00454 /eV/cell
E -2.00 eV: kappa 2.391 /nm, LDOS decay length 0.209 nm
E  0.55 eV: kappa 2.291 /nm, LDOS decay length 0.218 nm
E  1.30 eV: kappa 1.793 /nm, LDOS decay length 0.279 nm
E  2.00 eV: kappa 0.509 /nm, LDOS decay length 0.982 nm
LDOS at 1.3 eV, cells 1-4 (/eV/cell): 0.05564 0.00926 0.00154 0.00026
first-cell weight inside oxide gap 0.232 of 2 states
same weight from finite chain 0.232 states
depth nm | lower edge eV | upper edge eV | gap eV | gap with transverse sum eV
0.25 | -0.561 | 0.550 | 1.111 | 1.111
0.75 | -2.278 | 0.591 | 2.869 | 3.691
1.25 | -3.398 | 1.666 | 5.064 | 5.598
1.75 | -3.593 | 1.859 | 5.452 | 5.757
2.25 | -3.661 | 1.934 | 5.594 | 5.794
2.75 | -3.692 | 1.972 | 5.664 | 5.800
3.25 | -3.709 | 1.994 | 5.703 | 5.800
3.75 | -3.720 | 2.007 | 5.727 | 5.800
first cell centre with 95% of oxide gap: 2.25 nm
gap at 1.25 nm, threshold 10% of reference: 5.741 eV
gap at 1.25 nm, threshold 1% of reference: 5.064 eV
gap at 1.25 nm, threshold 0.1% of reference: 2.846 eV
edge LDOS: conduction 0.1761, valence 0.0824 /eV/cell
1/z^2 law error, conduction: 0.77% at z=100 nm, 0.39% at z=200 nm
1/z^2 law error, valence: 0.37% at z=100 nm, 0.18% at z=200 nm
largest relative LDOS error against diagonalization 1.3e-13
cell-to-cell ratio near 1.3 eV: eigenstate 0.166297, formula 0.166297
wrong-bond state: chain 0.187578 eV, formula 0.187578 eV
gap at 1.25 nm with half the oxide mass: 4.330 eV
gate field 3.0 MV/cm: band shift at 1.25 nm 0.375 eV
tail at 1.3 eV and 1.25 nm multiplied by 1.69 if barrier falls
image narrowing at 0.75 nm 0.120 eV (permittivities 12, 4)
metal-gate tail at 1.25 nm in 3 nm film, E=0: factor 1.7e-04
tunnelling factor through 3 nm at semiconductor conduction edge: 1.1e-06
thermal smearing 3.5 kT at 300 K: 0.090 eV
```
